# Plasmon satellites of a core level: exact solution of Langreth's model

## Physical situation and model

When an X-ray photon removes a core electron from a metal, the positive hole appears suddenly and attracts the valence electrons. Their charge density starts to oscillate about a new equilibrium. The energy left in this oscillation is missing from the outgoing electron, so the core line is followed by satellites at higher binding energy. Two questions arise: how strong each satellite is, and where the main line lies relative to the core level without this response.

We use the one-mode form of Langreth's model, which keeps one core level and one plasmon mode:

$$H=\varepsilon\,c^\dagger c+\omega\,b^\dagger b+g\,c\,c^\dagger\,(b+b^\dagger). \tag{1}$$

Here $c$ removes the core electron and $b$ removes a plasmon, with $[b,b^\dagger]=1$. We set $\hbar=1$, so $\varepsilon$, $\omega>0$ and the real coupling $g$ are energies. The operator $cc^\dagger=1-c^\dagger c$ counts holes, so the plasmon feels a force only when the core level is empty. The zero-point energy of the mode is dropped; it is the same before and after removal.

The initial state $|N\rangle$ has a filled core level and no plasmon (zero temperature). Equation (1) gives it the energy $\varepsilon$. The binding energy of a final state $f$ is $E_B=E_f-\varepsilon$, and the removal spectrum is

$$J(E_B)=\sum_f|\langle f|c|N\rangle|^2\,\delta\big(E_B-E_f+\varepsilon\big). \tag{2}$$

Using (2) for a photoemission spectrum assumes that the electron leaves suddenly, that its optical matrix element is the same for all lines, and that it excites no plasmons on its way out. The model also leaves out hole decay, hole recoil, damping and dispersion of the plasmon, and the low-energy electron-hole pairs of the metal, which add to the shift of the main line and also drain its weight. For a Fermi sea the weight of the sharp line falls steadily as the system grows, so in a metal the main line becomes an asymmetric edge with a tail towards higher binding energy; the sharp lines derived below belong to the model without these pairs.

## Energies of the final states

The number $c^\dagger c$ commutes with $H$, so the filled and empty cases separate. With the core empty, $H$ reduces to

$$h=\omega b^\dagger b+g(b+b^\dagger). \tag{3}$$

Define $\alpha=g/\omega$ and $B=b+\alpha$. Adding a number does not change a commutator, so $[B,B^\dagger]=1$. Expanding,

$$\omega B^\dagger B=\omega b^\dagger b+\omega\alpha(b+b^\dagger)+\omega\alpha^2
=h+\frac{g^2}{\omega},$$

because $\omega\alpha=g$ and $\omega\alpha^2=g^2/\omega$. Therefore

$$h=\omega B^\dagger B-\frac{g^2}{\omega}. \tag{4}$$

The eigenstates are $|\tilde n\rangle=(B^\dagger)^n|\tilde 0\rangle/\sqrt{n!}$ with $B|\tilde0\rangle=0$, and their energies are $n\omega-g^2/\omega$.

To see that $|\tilde0\rangle$ exists and that no states are missing, use $x=(b+b^\dagger)/\sqrt2$ and $p=(b-b^\dagger)/(i\sqrt2)$. Then $b^\dagger b=(p^2+x^2-1)/2$ and $b+b^\dagger=\sqrt2\,x$, so

$$h=\frac{\omega}{2}\Big[p^2+(x+\sqrt2\,\alpha)^2-1\Big]-\frac{g^2}{\omega}.$$

The cross term of the square is $\omega\sqrt2\,\alpha x=\sqrt2\,gx$, as required, and its constant $\omega\alpha^2$ is cancelled by the last term. This is the original oscillator with its centre moved to $x=-\sqrt2\,\alpha$. Its eigenfunctions are the translated oscillator functions. Translation is unitary, so they form a complete set.

## Weights of the lines

Removing the electron leaves the plasmon in its old vacuum $|0\rangle$. The weight of line $n$ is thus $P_n=|\langle\tilde n|0\rangle|^2$. Since $b|0\rangle=0$,

$$B|0\rangle=(b+\alpha)|0\rangle=\alpha|0\rangle. \tag{5}$$

The old vacuum is a coherent state of the displaced oscillator. Taking the adjoint of the definition of $|\tilde n\rangle$ and applying (5) $n$ times gives

$$\langle\tilde n|0\rangle=\frac{\langle\tilde0|B^n|0\rangle}{\sqrt{n!}}
=\frac{\alpha^n}{\sqrt{n!}}\,\langle\tilde0|0\rangle. \tag{6}$$

The set is complete and $|0\rangle$ is normalized, so

$$1=\sum_{n=0}^\infty|\langle\tilde n|0\rangle|^2
=|\langle\tilde0|0\rangle|^2\sum_{n=0}^\infty\frac{\alpha^{2n}}{n!}
=|\langle\tilde0|0\rangle|^2\,e^{a},\qquad a=\alpha^2=\Big(\frac g\omega\Big)^2 .$$

Hence $|\langle\tilde0|0\rangle|^2=e^{-a}$. Inserting weights and energies into (2) gives the exact spectrum of the model:

$$J(E_B)=\sum_{n=0}^{\infty}P_n\,\delta(E_B-E_n),\qquad
P_n=e^{-a}\frac{a^n}{n!},\qquad
E_n=-\varepsilon-\frac{g^2}{\omega}+n\omega. \tag{7}$$

The main line, $n=0$, lies $g^2/\omega$ below the unrelaxed binding energy $-\varepsilon$. The satellites follow at higher binding energy with spacing $\omega$.

In code, start from $P_0=e^{-a}$ and use $P_{n+1}=P_n\,a/(n+1)$. The recurrence also shows which line is strongest: weights grow while $n+1<a$. For $a<1$ it is the main line. For noninteger $a$ it is the line whose index is the integer part of $a$; for a positive integer $a$, lines $a-1$ and $a$ are equally strong. As $g\to0$ the spectrum becomes a single line at $-\varepsilon$.

## Where the relaxation energy comes from

In the relaxed hole state $|\tilde0\rangle$, write $b=B-\alpha$. Terms with $B$ on the right or $B^\dagger$ on the left vanish, which leaves

$$\langle b^\dagger b\rangle=\alpha^2=a,\qquad
\langle b+b^\dagger\rangle=-2\alpha .$$

The oscillator energy rises by $\omega a=g^2/\omega$, while the coupling energy is $-2g\alpha=-2g^2/\omega$. Their sum is the shift $-g^2/\omega$: half of the energy gained from the coupling is spent on displacing the oscillator.

Second-order perturbation theory gives this same shift. The perturbation $g(b+b^\dagger)$ has no expectation value in $|0\rangle$ and connects it only to $|1\rangle$, with matrix element $g$ and energy denominator $-\omega$. The result, $-g^2/\omega$, equals the exact shift in (4). The weights, by contrast, contain all powers of $g^2$.

## Moments

With $X=E_B+\varepsilon$, the moments of (2) are $\langle X^k\rangle=\langle0|h^k|0\rangle$ and need no eigenstates. Since $h|0\rangle=g|1\rangle$,

$$\langle X\rangle=0,\qquad \langle X^2\rangle=g^2,\qquad
\langle X^3\rangle=g^2\langle1|h|1\rangle=g^2\omega. \tag{8}$$

The mean binding energy therefore stays at $-\varepsilon$. The main line moves down by $g^2/\omega$, and the mean plasmon energy $a\omega=g^2/\omega$ moves the average back up. The standard deviation is $|g|$. The skewness is $g^2\omega/|g|^3=\omega/|g|$, so the envelope becomes more symmetric as the coupling grows.

## Time domain and broadened spectra

The same spectrum can be obtained from the correlation function

$$S(t)=\langle N|c^\dagger e^{-i(H-\varepsilon)t}c|N\rangle
=\sum_n P_n e^{-iE_nt}.$$

Inserting (7) and summing the exponential series,

$$S(t)=e^{i(\varepsilon+g^2/\omega)t}\,e^{-a}\sum_n\frac{(a\,e^{-i\omega t})^n}{n!}
=\exp\!\Big[i\varepsilon t+i\frac{g^2}{\omega}t+a\big(e^{-i\omega t}-1\big)\Big]. \tag{9}$$

With this sign convention, $J(E_B)=\int dt\,e^{iE_Bt}S(t)/2\pi$. The modulus is $|S(t)|=\exp[-a(1-\cos\omega t)]$. It falls to $e^{-2a}$ after half a plasmon period and returns to 1 after a full period $T=2\pi/\omega$, when the oscillator is back at its starting point. The revival is complete because nothing is damped and all line spacings are multiples of one frequency; several undamped modes revive fully in the same way if their frequencies are commensurate.

The weights can be read from a single period:

$$P_n=\frac1T\int_0^T e^{iE_nt}S(t)\,dt .$$

The integrand is $\sum_mP_me^{-i(m-n)\omega t}$, and only $m=n$ survives the average. With $M$ equally spaced times, every $m$ that differs from $n$ by a multiple of $M$ also survives. $M$ must therefore be at least the number of consecutive lines with noticeable weight. The error in each of these weights is then of the size of the weights left outside the group, while a value read for a line outside the group can be an alias of a strong line.

For lines of half-width $\gamma$ at half maximum, use $S(-t)=S(t)^*$ and a damping factor:

$$J_\gamma(E_B)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{iE_Bt-\gamma t}S(t)\,dt
=\sum_nP_n\,\frac{\gamma/\pi}{(E_B-E_n)^2+\gamma^2}.$$

This width is put in by hand and is the same for every line. A Lorentzian has no finite variance, so (8) should be checked on the line list, not on the broadened curve.

For several independent modes $q$, each with its own $\omega_q$ and $g_q$, $h$ is a sum of commuting terms and the initial vacuum is a product. $S(t)$ is then $e^{i\varepsilon t}$ times a product of single-mode factors:

$$S(t)=\exp\!\Big[i\varepsilon t+\sum_q\Big(i\frac{g_q^2}{\omega_q}t+\frac{g_q^2}{\omega_q^2}\big(e^{-i\omega_qt}-1\big)\Big)\Big].$$

The shift becomes $\sum_qg_q^2/\omega_q$. A spread of frequencies replaces each sharp satellite by a group of lines.

## The sign of the shift depends on the meaning of the level

The plasmon can instead be coupled to the core electron:

$$H'=\varepsilon' c^\dagger c+\omega b^\dagger b+g\,c^\dagger c\,(b+b^\dagger).$$

Now the filled level displaces the oscillator. By (4), the initial energy is $\varepsilon'-g^2/\omega$ and the initial plasmon state is $|\tilde0\rangle$. The final states are the undisplaced $|n\rangle$ with energies $n\omega$, so

$$E_n'=n\omega-\varepsilon'+\frac{g^2}{\omega}.$$

From $B|\tilde0\rangle=0$ follows $b|\tilde0\rangle=-\alpha|\tilde0\rangle$. The argument leading to (6) then gives the same Poisson weights. The main line, however, lies $g^2/\omega$ above $-\varepsilon'$, and the mean lies at $-\varepsilon'+g^2/\omega+a\omega=-\varepsilon'+2g^2/\omega$.

There is no contradiction. The mean equals $-\varepsilon$ in the first convention, so the two spectra coincide when $\varepsilon=\varepsilon'-2g^2/\omega$. In (1), $\varepsilon$ is the level with the plasmon at rest around the filled core. In $H'$, $\varepsilon'$ refers to a plasmon held at the equilibrium position of the empty core. An input level must be matched to one of these meanings before the shift is applied.

## What a one-plasmon truncation does

If at most one plasmon is kept, $h$ becomes a $2\times2$ matrix in the states $|0\rangle,|1\rangle$:

$$h_1=\begin{pmatrix}0&g\\ g&\omega\end{pmatrix},\qquad
\langle0|(X-h_1)^{-1}|0\rangle=\frac{X-\omega}{X(X-\omega)-g^2}
=\frac{1}{X-\Sigma(X)},\qquad \Sigma(X)=\frac{g^2}{X-\omega}.$$

$\Sigma$ is the self-energy of lowest order in $g^2$, in which the hole is undressed while the plasmon is present. The poles solve $X^2-\omega X-g^2=0$:

$$X_\pm=\frac{\omega\pm\sqrt{\omega^2+4g^2}}2,\qquad
Z_\pm=\frac1{1-\Sigma'(X_\pm)}=\frac{1}{1+g^2/(X_\pm-\omega)^2}. \tag{10}$$

There is one satellite, at the distance $\sqrt{\omega^2+4g^2}>\omega$ from the main line. For small $a$ the distance is $\omega(1+2a)$ to first order in $a$, so the error in the spacing is already of order $g^2$.

Low moments do not reveal this fault. Each factor of $h$ changes the plasmon number by at most one, so a path from $|0\rangle$ back to $|0\rangle$ in $k$ steps reaches at most $k/2$ plasmons. A basis with up to $M$ plasmons therefore reproduces all moments with $k\le2M+1$. For $M=1$ these include all three in (8). Convergence must be checked on line positions and weights.

## Worked example

Take the round model parameters $\varepsilon=-100$ eV, $\omega=15$ eV and $g=9$ eV; they do not stand for a particular material. Then $\alpha=9/15=0.60$, $a=0.36$, and the shift is $81/15=5.4$ eV. The main line lies at $100-5.4=94.6$ eV. Its weight is $e^{-0.36}=0.698$, and the recurrence gives the rest:

| $n$ | $E_n$ (eV) | $P_n$ |
|---|---|---|
| 0 | 94.6 | 0.698 |
| 1 | 109.6 | 0.251 |
| 2 | 124.6 | 0.045 |
| 3 | 139.6 | 0.005 |

All satellites together carry 0.302 of the weight. The mean is $94.6+0.36\times15=100$ eV and the standard deviation is 9 eV. In the relaxed hole state the oscillator energy is $+5.4$ eV and the coupling energy $-10.8$ eV. The modulus of $S$ falls to $e^{-0.72}=0.487$ and revives after $2\pi\hbar/\omega=0.276$ fs.

With the same numbers in $H'$, that is $\varepsilon'=-100$ eV, the main line moves to 105.4 eV and the mean to 110.8 eV.

The one-plasmon truncation has $\sqrt{225+324}=23.43$ eV as its line spacing, instead of 15 eV. Its lines lie at 95.8 eV and 119.2 eV with weights 0.820 and 0.180. The main line is thus 1.2 eV too high, and the satellite is 9.6 eV above the exact first satellite.

Doubling the coupling to $g=18$ eV gives $a=1.44$ and a shift of $324/15=21.6$ eV. The main line, at 78.4 eV, has weight 0.237, and the first satellite, at 93.4 eV, has 0.341. The strongest line is then no longer the fully relaxed one, and reading the relaxed binding energy from the highest peak would give an error of one plasmon energy. This holds for one sharp mode and equal line widths. A spread of plasmon frequencies lowers the satellite peaks but not the main line: at the same total $a=1.44$, a Gaussian spread with standard deviation 1 eV and $\gamma=0.3$ eV makes the main line more than twice as high as the first satellite, although it still carries less weight.

## Notes for a numerical implementation

The numerical check diagonalizes (1) in a basis of 80 plasmon states. For $g=3$, 9 and 18 eV, the first eight lines agree with (7) to within $10^{-8}$ eV in position and $10^{-10}$ in weight. It also tests (6) by quadrature for $n\le4$ and (9) by propagation in time.

If the initial state is taken as the lowest eigenvector of the full matrix, the core is filled only when $\varepsilon<-g^2/\omega$, since $-g^2/\omega$ is the lowest energy with an empty core. Otherwise the initial state must be selected within the filled sector.

## Computed values

```
core level energy eps = -100.0 eV
plasmon energy w = 15.0 eV
coupling g = 9.0 eV
displacement g/w = 0.60
Poisson parameter a = 0.3600
unrelaxed binding energy = 100.00 eV
main-line shift to lower binding = 5.4000 eV
line 0: binding 94.60 eV, weight 0.69768
line 1: binding 109.60 eV, weight 0.25116
line 2: binding 124.60 eV, weight 0.04521
line 3: binding 139.60 eV, weight 0.00543
line 4: binding 154.60 eV, weight 0.00049
overlap of old vacuum with new state 0 = 0.83527
overlap of old vacuum with new state 1 = 0.50116
overlap of old vacuum with new state 2 = 0.21263
first satellite / main line = 0.3600
all satellites together, weight = 0.30232
total weight = 1.000000
mean binding energy = 100.0000 eV
standard deviation = 9.0000 eV
third central moment = 1215.00 eV^3
relaxed hole: mean plasmon number = 0.3600
relaxed hole: plasmon energy = 5.4000 eV
relaxed hole: coupling energy = -10.8000 eV
revival time = 0.2757 fs
|S| at half the revival time = 0.48675
electron coupling: main line at 105.40 eV
electron coupling: mean binding = 110.80 eV
one-plasmon cut, line 0: 95.785 eV, weight 0.82009
one-plasmon cut, line 1: 119.215 eV, weight 0.17991
one-plasmon cut: line spacing = 23.431 eV
strong coupling g = 18.0 eV, a = 1.4400
strong, line 0: 78.40 eV, weight 0.23693
strong, line 1: 93.40 eV, weight 0.34118
strong, line 2: 108.40 eV, weight 0.24565
strong, line 3: 123.40 eV, weight 0.11791
```
